# Why the mass of a lattice polaron is generally not m/Z, part 1

(Sections cited here and not found follow in the second part.)

**Referee comment on the claim that the mass of a lattice polaron is $m/Z$**

**1. The argument under review**

The manuscript treats one electron on a chain, coupled by a long-range force to dispersionless optical phonons of energy $\Omega$. Its argument has three steps.

(i) The coupling matrix element depends on the phonon momentum $q$ and not on the electron momentum, so the self-energy is taken to be a function of frequency alone, $\Sigma(\omega)$.

(ii) The pole condition $E=\varepsilon_K+\Sigma(E)$ then gives $m^*/m=1-\partial_\omega\Sigma=1/Z$, where $Z$ is the quasiparticle weight.

(iii) The Lang–Firsov transformation gives $Z=e^{-g^2}$ with $g^2=E_p/\Omega$ and $E_p$ the polaron binding energy at zero hopping. The manuscript concludes that $m^*/m=e^{g^2}$ whatever the range of the force, and quotes $e^{2}=7.39$ for $g^2=2$.

Step (ii) follows from step (i). Step (i) is false for this model, and the formula for $Z$ in step (iii) is derived for hopping small compared with $\Omega$ and fails in general at finite hopping (the uniform force of section 4 is an exception). The numerical check, with its output, supplies the numbers used below, except where noted.

**2. Model and conventions**

I set $\hbar=1$ and the lattice constant $a=1$, and give numerical energies in units of $\Omega$. With $X_m=b_m+b_m^\dagger$,

$$H=-t\sum_n\left(c^\dagger_{n+1}c_n+\text{h.c.}\right)+\Omega\sum_m b^\dagger_m b_m-g\Omega\sum_{n,d}f(d)\,c^\dagger_nc_n\,X_{n+d},$$

with $t>0$, real $f$ and $\sum_d f(d)^2=1$. The bare band is $\varepsilon_K=-2t\cos K$, so $\varepsilon''(0)=2t$ and $m=1/(2t)$. The force enters through its autocorrelation

$$c(l)=\sum_d f(d)\,f(d+l),\qquad c(0)=1,\qquad c(-l)=c(l).$$

The Holstein model has $f(d)=\delta_{d0}$. The lattice Fröhlich model has $f(d)\propto(d^2+1)^{-3/2}$, which is the component of the Coulomb force perpendicular to the chain, acting on ions that sit on a parallel chain one lattice constant away. The breathing coupling has $f(0)=-f(1)=1/\sqrt2$. In the Peierls model the last term of $H$ is replaced by $\alpha\sum_n(c^\dagger_{n+1}c_n+\text{h.c.})(X_{n+1}-X_n)$, with $\alpha$ an energy.

Translation symmetry is used by measuring phonon positions from the electron. Let $|\mathbf n\rangle_j$ be the phonon state with $n_d$ quanta on site $j+d$, and on a ring of $N$ sites let

$$|K;\mathbf n\rangle=N^{-1/2}\sum_j e^{iKj}c_j^\dagger|\mathbf n\rangle_j .$$

The phonon energy and the density coupling do not move the electron and act on $\mathbf n$ as $H_0=\Omega\sum_d b_d^\dagger b_d-g\Omega\sum_d f(d)X_d$. A forward hop turns $c_j^\dagger$ into $c_{j+1}^\dagger$ and leaves the phonons in place, so a phonon at relative position $d$ is afterwards at $d-1$. Define the shift $T$ by $(T\mathbf n)_{d-1}=n_d$; then $|\mathbf n\rangle_j=|T\mathbf n\rangle_{j+1}$, and relabelling $j+1\to j$ in the sum produces a factor $e^{-iK}$. Hence

$$H(K)=H_0+e^{-iK}W+e^{iK}W^\dagger,\qquad W=-tT+\alpha\,T\,(X_1-X_0),$$

where the $\alpha$ term is present for Peierls coupling only. The matrices $H_0$ and $W$ are real in the occupation basis, so $H(K)^*=H(-K)$. On a periodic ring $K$ is a multiple of $2\pi/N$. Taking $K$ continuous in $H(K)$ amounts to giving every forward hop the phase $e^{-iK}$, which is a twisted boundary condition, and for $N\to\infty$ it is the chain at total momentum $K$. The general statements of sections 3 and 7 are proved for a finite ring with a cutoff $M$ on the total phonon number, where $H(K)$ is a finite matrix; they carry over to the chain wherever the limit exists and the polaron pole stays isolated. The closed forms of sections 4 and 8 assume no cutoff.

**3. The exact relation between mass and weight**

The zero-phonon state $|\mathrm{vac}\rangle$ of the sector $K$ is the bare electron $c_K^\dagger|0\rangle$, and $G(K,\omega)=\langle\mathrm{vac}|(\omega-H(K))^{-1}|\mathrm{vac}\rangle$. Since $T|\mathrm{vac}\rangle=|\mathrm{vac}\rangle$ and $X$ has no vacuum expectation value, $\langle\mathrm{vac}|H|\mathrm{vac}\rangle=\varepsilon_K$. Let $Q$ project on states with at least one phonon, and $v=QH|\mathrm{vac}\rangle$. Write the solution of $(\omega-H)|\phi\rangle=|\mathrm{vac}\rangle$ as $|\phi\rangle=G|\mathrm{vac}\rangle+\chi$ with $\chi$ in the $Q$ space. The two projections of the equation are

$$(\omega-\varepsilon_K)G-v^\dagger\chi=1,\qquad(\omega-QHQ)\chi-vG=0 .$$

The second gives $\chi=(\omega-QHQ)^{-1}vG$, and inserting it in the first gives

$$G=\frac{1}{\omega-\varepsilon_K-\Sigma(K,\omega)},\qquad\Sigma(K,\omega)=v^\dagger(\omega-QHQ)^{-1}v .\tag{1}$$

Assume that the lowest state of $H(K)$, of energy $E(K)$, is nondegenerate and has $Z=|\langle\mathrm{vac}|\psi\rangle|^2\neq0$. By the variational principle the lowest eigenvalue of $QHQ$ is at least $E$, and equality would make its eigenvector the ground state, which would then have $Z=0$. So $E$ lies strictly below the spectrum of $QHQ$, and $\Sigma$ is smooth and real near $\omega=E$. From $H(K)^*=H(-K)$ follows $\Sigma(-K,\omega)=\Sigma(K,\omega)^*=\Sigma(K,\omega)$, and likewise $E(-K)=E(K)$.

The same projection applied to $(E-H)|\psi\rangle=0$, with $|\psi\rangle\propto|\mathrm{vac}\rangle+x$, gives $x=(E-QHQ)^{-1}v$ and $E=\varepsilon_K+\Sigma(K,E)$. Normalization gives $Z=1/(1+x^\dagger x)$. Differentiating (1) gives $\partial_\omega\Sigma=-v^\dagger(\omega-QHQ)^{-2}v$, which at $\omega=E$ equals $-x^\dagger x$. Therefore

$$Z=\frac{1}{1-\Sigma_\omega},\qquad\Sigma_\omega\equiv\partial_\omega\Sigma\le0 .$$

Now differentiate $E(K)=\varepsilon_K+\Sigma(K,E(K))$, with subscripts for partial derivatives. Once:

$$E'=\varepsilon'+\Sigma_K+\Sigma_\omega E' .$$

Twice, with the chain rule applied to $\Sigma_K$ and to $\Sigma_\omega$:

$$E''=\varepsilon''+\Sigma_{KK}+2\Sigma_{K\omega}E'+\Sigma_{\omega\omega}E'^2+\Sigma_\omega E'' .$$

At $K=0$ evenness gives $E'=0$, the two middle terms vanish, and $E''(1-\Sigma_\omega)=2t+\Sigma_{KK}$. With $1/m^*=E''(0)$ and $E_0=E(0)$,

$$\frac{m}{m^*}=Z\,F,\qquad F=1+\frac{\Sigma_{KK}(0,E_0)}{2t}.\tag{2}$$

The manuscript's $m^*/m=1/Z$ is the case $F=1$. It requires $\Sigma_{KK}=0$ at the pole. A self-energy independent of $K$ guarantees this; section 7 shows when the converse holds. Equation (2) describes the mass at the band bottom only if $F>0$. If the minimum lies at some $K_0\neq0$, then $E'=0$ there as well and $E''=Z(\varepsilon''+\Sigma_{KK})$ still holds, with every quantity evaluated at $K_0$ and $\varepsilon''=2t\cos K_0$.

The program obtains $E(K)$ and $Z$ by diagonalization, $m^*$ by finite differences of $E(K)$, and $\Sigma$ from a separate linear solve of (1). For the four cases of section 10 it tests $Z=1/(1-\Sigma_\omega)$ to $10^{-7}$ and (2) to $10^{-4}$ relative to $ZF$.

**4. A counterexample that is exact at any hopping**

Take the uniform force $f(d)=N^{-1/2}$. It depends on no electron momentum, so step (i) of the manuscript applies to it. Only the mode $B_0=N^{-1/2}\sum_d b_d$ is coupled, and it is invariant under the shift $T$. Starting from $|\mathrm{vac}\rangle$, all other modes stay empty, $T$ acts as the identity, and

$$H(K)=\varepsilon_K+\Omega B_0^\dagger B_0-g\Omega(B_0+B_0^\dagger)=\varepsilon_K-g^2\Omega+\Omega\,\beta^\dagger\beta,\qquad\beta=B_0-g .$$

The levels are $\varepsilon_K-g^2\Omega+n\Omega$. Their weights follow from $B_0|\mathrm{vac}\rangle=0$, that is $\beta|\mathrm{vac}\rangle=-g|\mathrm{vac}\rangle$. Expanding $|\mathrm{vac}\rangle=\sum_n a_n|n\rangle_\beta$ gives $\sqrt{n+1}\,a_{n+1}=-g\,a_n$, so $a_n^2=a_0^2g^{2n}/n!$, and normalization fixes $a_0^2=e^{-g^2}$. Thus

$$G=\sum_{n\ge0}\frac{e^{-g^2}g^{2n}/n!}{\omega-\varepsilon_K+g^2\Omega-n\Omega},\qquad Z=e^{-g^2},\qquad m^*=m .$$

The band is shifted rigidly, the mass is the bare one, and $Z$ is as small as one likes. In terms of (2): $G$ depends on $y=\omega-\varepsilon_K$ only, so $\Sigma=y-1/G=S(y)$. Then $\Sigma_\omega=S'$, $\Sigma_K=-S'\varepsilon'$, and at $K=0$, where $\varepsilon'=0$, $\Sigma_{KK}=-2tS'$. Hence $F=1-S'=1/Z$, and the momentum dependence cancels the frequency dependence completely. For $t=0.5$, $g^2=1$ on five sites the program finds $Z=0.36788$, $m^*/m=1.000000$ and $F=2.718$; it tests $Z=e^{-g^2}$ and $m^*=m$ to $10^{-5}$, and $F=1-\Sigma_\omega$ to $10^{-4}$.

The same decoupling holds for the uniform part of any force on a ring. Write $f(d)=\bar f+f'(d)$ with $\sum_d f'(d)=0$. The first part couples to $B_0$ with strength $g\sqrt N\bar f$, the second does not couple to $B_0$, and $B_0$ commutes with $T$. The $q=0$ mode therefore carries the weight $w_0=N\bar f^2=(\sum_d f)^2/N$: it multiplies $Z$ by $e^{-w_0g^2}$, lowers $E$ by $w_0g^2\Omega$ and leaves $m^*$ unchanged. For a summable force $w_0\to0$ as $N\to\infty$, so this is a statement about a finite ring, and section 10 uses it only to reach a larger ring.

**5. Lowest order in the coupling: where step (i) fails**

At order $g^2$, keep only the one-phonon states $|d)$, with the phonon at relative position $d$, so that $T|d)=|d-1)$ and $v=-g\Omega\sum_d f(d)|d)$. In this space $\omega-QHQ=-(u-te^{-iK}T-te^{iK}T^\dagger)$ with $u=\Omega-\omega$, and I take $u>2t$. The element of $e^{-iK}T$ between $(d-1|$ and $|d)$ carries the phase $e^{iK[(d-1)-d]}$, so on the infinite chain the inverse has the form

$$(d|\,(u-te^{-iK}T-te^{iK}T^\dagger)^{-1}|d')=e^{iK(d-d')}\,r(d-d'),$$

where $u\,r(l)-t\,r(l+1)-t\,r(l-1)=\delta_{l0}$. Try $r(l)=\xi^{|l|}/s$. For $l\ne0$ the equation becomes $t\xi^2-u\xi+t=0$, whose decaying root is $\xi=(u-\sqrt{u^2-4t^2})/2t$. For $l=0$ it becomes $(u-2t\xi)/s=1$, so $s=\sqrt{u^2-4t^2}$. Summing over $d'$ at fixed $l=d-d'$ produces $c(l)$:

$$\Sigma_2(K,\omega)=-\frac{g^2\Omega^2}{s}\sum_l c(l)\,\xi^{|l|}e^{iKl},\qquad\xi=\frac{u-s}{2t}.\tag{3}$$

The electron emits a phonon, travels $|l|$ sites with amplitude $\xi^{|l|}/s$, and reabsorbs the phonon from its new position, which is possible whenever $c(l)\neq0$. This is the real-space form of $\Sigma_2=\sum_q|g_q|^2/(\omega-\Omega-\varepsilon_{K-q})$, in which $|g_q|^2$ is proportional to the Fourier transform of $c(l)$. The momentum $K$ enters through the intermediate electron energy and can be removed by shifting $q$ only if $|g_q|^2$ is constant, that is if $c(l)=\delta_{l0}$. A vertex independent of the electron momentum is therefore not enough for step (i). Differentiating (3) twice at $K=0$,

$$\Sigma_{2,KK}=+\frac{g^2\Omega^2}{s}\sum_l l^2c(l)\,\xi^{|l|}.\tag{4}$$

On a 41-site ring restricted to one phonon, with $t=0.5$, $\omega=-1.3$, $g^2=0.4$, the linear solve gives $\Sigma_{KK}=0.080751$ for the Fröhlich force and zero for the Holstein force, in agreement with (4) within the tested $10^{-5}$.

For the frequency derivative use $\partial_\omega=-\partial_u$, $ds/du=u/s$, and $d\xi/du=(1-u/s)/2t=-\xi/s$. Then $\partial_u(\xi^{|l|}/s)=-\xi^{|l|}(|l|/s^2+u/s^3)$, and at $K=0$, $\Sigma_{2,\omega}=+g^2\Omega^2\sum_l c(l)\,\partial_u(\xi^{|l|}/s)=-Ag^2$. To order $g^2$ the pole may be placed at $\omega=-2t$, so $u=\Omega+2t$. Expanding $Z=1/(1+Ag^2)$ and the product (2),

$$Z=1-Ag^2,\qquad\frac{m}{m^*}=1-Bg^2,$$

$$A=\Omega^2\sum_l c(l)\xi^{|l|}\left(\frac{|l|}{s^2}+\frac{u}{s^3}\right),\qquad B=A-\frac{\Omega^2}{2ts}\sum_l l^2c(l)\xi^{|l|}.\tag{5}$$

The manuscript's claim is $B=A$. That holds for the Holstein force, where only $l=0$ contributes. For the uniform force, section 4 gives directly $\Sigma_2=-g^2\Omega^2/(u-2t\cos K)$, so $A=\Omega^2/(u-2t)^2$ and $\Sigma_{2,KK}/2t=g^2\Omega^2/(u-2t)^2$, and $B=0$; the program tests this on the sums (5) with $c=1$. For the Fröhlich chain at $t=0.25$, where $s=1.41421$ and $\xi=0.17157$, (5) gives $A=0.7728$ and $B=0.3726$. Diagonalization on 11 sites at $g^2=0.005$ gives $(1-Z)/g^2=0.7715$ and $(1-m/m^*)/g^2=0.3721$, tested against $A$ and $B$ to 2% of their values.

Two limits of $B/A$ can be derived. For $t\to0$, $u\to\Omega$, $s\to\Omega$ and $\xi\to t/\Omega$. Then $A\to1$, the terms $l=\pm1$ of the second sum give $\Omega^2\cdot2c(1)(t/\Omega)/(2t\Omega)=c(1)$, and the terms with $|l|\ge2$ vanish as $t^{|l|-1}$. So $B/A\to1-c(1)$, tested at the single value $t=10^{-4}$ with an absolute tolerance of $10^{-3}$ on $B/A$. For $t\gg\Omega$, $s^2=\Omega^2+4t\Omega\approx4t\Omega$ and $\xi\approx1-1/\ell$ with $\ell=\sqrt{t/\Omega}$, the distance the electron covers while the phonon exists. If $\ell$ exceeds the range of $c$ and $\tilde c=\sum_l c(l)\ne0$, then $A\approx\Omega^2\tilde c\,(2t)/s^3=\tilde c/(4\ell)$; the term $|l|/s^2$ is smaller by $|l|s/u\approx|l|/\ell$. The subtracted term is $\sum_l l^2c\,\xi^{|l|}/(4\ell^3)$. Thus $1-B/A\approx\sum_l l^2c\,\xi^{|l|}/(\tilde c\,\ell^2)$. For the Fröhlich force $c(l)$ falls as $|l|^{-3}$, because at large $l$ the sum over $d$ is dominated by $d$ near $0$ and near $-l$, where one factor is of order one and the other is $f(l)$. The numerator then grows only as $\ln\ell$, and $B/A\to1$. For the Fröhlich force at order $g^2$ the manuscript's relation is thus recovered in the adiabatic limit, slowly: the computed $B/A$ is 0.392, 0.482, 0.622 and 0.783 for $t=0.01$, 0.25, 1 and 4. The condition $\tilde c\ne0$ is needed. For the breathing force, $c(0)=1$, $c(\pm1)=-1/2$ and $\tilde c=0$; using $\xi(u+s)=2t$, (5) gives $A=\Omega^2[u-\xi(u+s)]/s^3=\Omega^3/s^3$ and $B/A=1+\xi s^2/(2t\Omega)$, which tends to $3$ for $t\gg\Omega$.

**6. The Holstein chain is not exactly local either**

For $f=\delta_{d0}$, expand (1) in the coupling $V=-g\Omega X_0$ within the $Q$ space. Odd orders cannot return to the one-phonon space, so the order $g^4$ consists of two emissions followed by two absorptions; the sequence emission, absorption, emission, absorption passes through $|\mathrm{vac}\rangle$ and is excluded by $Q$. Between vertices the electron propagates among fixed phonons with amplitude $-r_n(l)=-\xi_n^{|l|}/s_n$, where the index means $u_n=n\Omega-\omega$ with $n$ phonons present, and a net displacement $l$ carries the phase $e^{-iKl}$.

The electron emits at site $0$, moves to site $l$ with $-r_1(l)$, and emits again. A Holstein phonon can be absorbed only on its own site. Either the electron returns to $l$ with $-r_2(0)$, absorbs, goes back to $0$ with $-r_1(l)$ and absorbs there, with net displacement zero (the rainbow diagram); or it goes to $0$ with $-r_2(l)$, absorbs the first phonon, and goes to $l$ with $-r_1(l)$ to absorb the second, with net displacement $l$ (the crossed diagram). For $l=0$ the matrix elements $\sqrt2\cdot\sqrt2=2$ of the doubly occupied site reproduce the sum of the two assignments. With four vertices $(-g\Omega)^4$ and three propagators $(-1)^3$,

$$\Sigma_4=-g^4\Omega^4\sum_l r_1(l)^2\left[r_2(0)+r_2(l)\,e^{-iKl}\right],\qquad\Sigma_{4,KK}(0,\omega)=\frac{g^4\Omega^4}{s_1^2s_2}\sum_l l^2\left(\xi_1^2\xi_2\right)^{|l|}>0 .$$

For $t\to0$ at $\omega=-2t$, $s_n\to n\Omega$ and $\xi_n\to t/n\Omega$; the terms $l=\pm1$ give $g^4\Omega^4\cdot2\,(t^3/2\Omega^3)/(2\Omega^3)=g^4t^3/2\Omega^2$, so $F-1\to g^4t^2/4\Omega^2$ at this order. At $t=0.25$ the full sum is $\Sigma_{4,KK}/g^4=1.229\times10^{-3}$, and the linear solve on 21 sites with two phonons at $g^2=0.002$ gives $1.233\times10^{-3}$, tested to 2% of the formula. In the Holstein chain $m^*=m/Z$ is thus an approximation whose error begins at order $g^4(t/\Omega)^2$.

The exact relation $m/m^*=ZF$ replaces the manuscript's $m^*/m=1/Z$, which fails completely for a uniform force, already at order $g^2$ for the Fröhlich force, and from order $g^4$ for the Holstein chain. It remains to find the sign of the error for different couplings, to treat the Lang–Firsov limit, and to work an example at finite hopping.
